# Comment on an estimate of the quasiparticle weight from the lowest Matsubara frequency

## The argument under review

The note under review has a local self-energy $\Sigma(i\omega_n)$ at the frequencies $\omega_n=(2n+1)\pi T$, with $k_B=\hbar=1$, and reasons as follows. In a Fermi liquid $\Sigma(z)$ is linear in $z$ at low energy with slope $1-1/Z$. The lowest frequency $\omega_0=\pi T$ lies closest to zero, so
$$Z_1=\frac{1}{1+\lambda_1},\qquad \lambda_1=\frac{S(\omega_0)}{\omega_0},\qquad S(\omega)=-\mathrm{Im}\,\Sigma(i\omega),$$
is taken as the quasiparticle weight. Three claims support this. (i) A value between 0 and 1 shows that quasiparticles exist. (ii) The estimate improves on cooling. (iii) Its error in $\lambda_1$ is $\Gamma(0)/\omega_0$, where $\Gamma(\epsilon)=-\mathrm{Im}\,\Sigma^R(\epsilon)\ge0$ is the scattering rate.

The quantity wanted is $Z(T)=1/(1+\lambda(T))$ with $\lambda(T)=-\partial_\omega\mathrm{Re}\,\Sigma^R|_{\omega=0}$, which is the residue of $1/(\omega-\xi-\Sigma^R)$ when the damping is small, or else its limit $Z_0=Z(0)=1/(1+\lambda_0)$. The note does not say which of the two it means, and the difference matters.

## The exact relation between $\lambda_1$ and $\lambda(T)$

A causal self-energy has the representation $\Sigma(z)=\Sigma_\infty+\frac1\pi\int d\epsilon\,\Gamma(\epsilon)/(z-\epsilon)$ with real $\Sigma_\infty$. Since $1/(i\omega-\epsilon)=-(\epsilon+i\omega)/(\epsilon^2+\omega^2)$,
$$S(\omega)=\frac{\omega}{\pi}\int d\epsilon\,\frac{\Gamma(\epsilon)}{\epsilon^2+\omega^2}.\tag{1}$$
The integrand is never negative, so $\lambda_1\ge0$ and $0<Z_1\le1$ for every causal self-energy. Claim (i) is therefore empty.

The kernel in (1) is even, so only $\Gamma_e(\epsilon)=\frac12[\Gamma(\epsilon)+\Gamma(-\epsilon)]$ enters. For $\omega>0$, $\int d\epsilon/(\epsilon^2+\omega^2)=\pi/\omega$, which gives
$$S(\omega)=\Gamma(0)+\frac\omega\pi\int d\epsilon\,\frac{\Gamma_e(\epsilon)-\Gamma(0)}{\epsilon^2+\omega^2}.\tag{2}$$
Assume that $\Sigma^R$ is smooth at zero. Then $\Sigma^R(z)=\Sigma^R(0)+\Sigma'z+\dots$ with complex $\Sigma'$. On the real axis the slope of the real part is $\mathrm{Re}\,\Sigma'$, and at $z=i\omega$ the imaginary part changes by $\omega\,\mathrm{Re}\,\Sigma'$. Hence $\lambda(T)=dS/d\omega|_{0^+}$, and (2) gives
$$\lambda(T)=\frac1\pi\int d\epsilon\,\frac{\Gamma_e(\epsilon)-\Gamma(0)}{\epsilon^2}.\tag{3}$$
So $\lambda(T)$ is the slope of $S$ at the origin, while $\lambda_1$ is the slope of the chord from the point $(0,0)$, through which $S$ need not pass. Dividing (2) by $\omega_0$, subtracting (3) and using $\frac{1}{\epsilon^2+\omega_0^2}-\frac1{\epsilon^2}=-\frac{\omega_0^2}{\epsilon^2(\epsilon^2+\omega_0^2)}$ yields the exact bias
$$\lambda_1-\lambda(T)=\frac{\Gamma(0)}{\omega_0}-\frac{\omega_0^2}{\pi}\int d\epsilon\,\frac{\Gamma_e(\epsilon)-\Gamma(0)}{\epsilon^2(\epsilon^2+\omega_0^2)}.\tag{4}$$
Claim (iii) keeps the first term only. If $\Gamma_e-\Gamma(0)\approx C\epsilon^2$ below some scale $\Delta\gg\omega_0$, the integral is dominated by $|\epsilon|\sim\omega_0$ and equals $C\pi/\omega_0$ up to a term of order $\omega_0^0$. Then
$$\lambda_1-\lambda(T)=\frac{\Gamma(0)}{\omega_0}-C\omega_0+O(\omega_0^2).\tag{5}$$
The dropped term is of the same order as the kept one when the rate at zero energy is of order $T^2$.

## Elastic and inelastic rates

An elastic rate $\gamma$, independent of energy over a wide band, adds $\gamma$ to $\Gamma(0)$ and nothing to $C$. It biases $\lambda_1$ by $\gamma/\pi T$, which grows without limit on cooling and drives $Z_1$ to zero. For any $\gamma\neq0$, claim (ii) therefore fails at low enough temperature, even if cooling improves the estimate at first.

For electron-electron scattering take the second-order local self-energy $\Sigma_2(\tau)=-U^2G(\tau)^2G(-\tau)$. For $0<\tau<\beta=1/T$, $G(\tau)=-\int dx\,\rho(x)(1-f)e^{-x\tau}$ and $G(-\tau)=\int dx\,\rho(x) f e^{x\tau}$, with $\rho$ the density of states per spin and $f$ the Fermi function. With $s=x_1+x_2-x_3$, the fermionic transform is $\int_0^\beta d\tau\, e^{(i\omega_n-s)\tau}=-(1+e^{-\beta s})/(i\omega_n-s)$. The relations $(1-f)e^{-\beta x}=f$ and $fe^{\beta x}=1-f$ absorb $e^{-\beta s}$, so
$$\Sigma_2(z)=U^2\!\int\!\rho_1\rho_2\rho_3\,\frac{B}{z-s},\qquad B=(1-f_1)(1-f_2)f_3+f_1f_2(1-f_3),\tag{6}$$
and $\Gamma(\epsilon)=\pi U^2\int\rho_1\rho_2\rho_3\,B\,\delta(\epsilon-s)$.

At low energy each $\rho$ may be replaced by $\rho_0=\rho(0)$. Put $x_2=x_3+\Omega$ and $x_1=\epsilon-\Omega$. With the Bose function $n=n(\Omega)$, direct substitution shows $f(x)[1-f(x+\Omega)]=(1+n)[f(x)-f(x+\Omega)]$ and $f(x+\Omega)[1-f(x)]=n[f(x)-f(x+\Omega)]$, and $\int dx\,[f(x)-f(x+\Omega)]=\Omega$. The remaining factor is $(1+n)(1-f_1)+nf_1=n+1-f(\epsilon-\Omega)=n+f(\Omega-\epsilon)$. Adding and subtracting $\theta(-\Omega)$ separates two convergent integrals. The first is $\int\Omega\,[n+\theta(-\Omega)]\,d\Omega=2\int_0^\infty\Omega\, n\,d\Omega=\pi^2T^2/3$, because $n(-\Omega)+1=-n(\Omega)$. The second is $\int\Omega\,[f(\Omega-\epsilon)-\theta(-\Omega)]\,d\Omega=\epsilon^2/2+\pi^2T^2/6$ by the Sommerfeld expansion, which terminates for a linear function. Therefore, to leading order,
$$\Gamma(\epsilon)=C(\epsilon^2+\pi^2T^2),\qquad C=\tfrac{\pi}{2}U^2\rho_0^3.\tag{7}$$
In (5) this gives $C\pi^2T^2/\pi T-C\pi T=0$. The same follows from continuing $-iC(z^2+\pi^2T^2)$ to $z=i\omega$: the contribution to $S$ is $C(\pi^2T^2-\omega^2)$, which vanishes at $\omega_0$ and at no other positive Matsubara frequency. This is the first-Matsubara-frequency rule. Claim (iii) is thus right for an elastic rate and wrong for the Fermi-liquid rate:
$$\lambda_1-\lambda(T)=\frac{\gamma}{\pi T}+O(T^2).$$
The cancellation needs the ratio of $\Gamma(0)$ to the curvature found in (7). A thermal rate with another ratio leaves a term of the form (5). Particle-hole symmetry was not used.

## The remaining bias in a model

The $O(T^2)$ term needs a definite function. Take $\Sigma=-i\gamma+\Sigma_2$ with $\rho(x)=\frac1\pi\Delta/(x^2+\Delta^2)$, the symmetric Anderson model at second order plus an added elastic rate. It serves as a causal function of Fermi-liquid form, and it is not a controlled approximation at large $U$. Its coherence scale, above which $\Sigma$ leaves its low-energy form, is $\Delta$. Define $u=U/\pi\Delta$ and $t=\pi T/\Delta$, and measure energies in $\Delta$. Then $\rho_0=1/\pi$, $U^2=\pi^2u^2$, $C=u^2/2$, $\omega_n=(2n+1)t$, and $G(i\omega)=-ig(\omega)$ with $g=\mathrm{sgn}\,\omega/(|\omega|+1)$.

**Matsubara form.** Write $\Sigma_2(\tau)=U^2G(\tau)\chi(\tau)$ with $\chi(\tau)=-G(\tau)G(-\tau)$. Its transform at $\nu_m=2tm$ is $\chi_m=-T\sum_nG(i\omega_n)G(i\omega_n+i\nu_m)=T\sum_n g(\omega_n)g(\omega_n+\nu_m)$, even in $m$. With $c_m=\pi\chi_m$ and $U^2T/\pi=u^2t$,
$$S_2(\omega_n)=u^2t\sum_m c_m\,g(\omega_n+\nu_m).\tag{8}$$
For $m>0$ set $a=\frac12+\frac1{2t}$, so that $\omega_n+1=2t(n+a)$, and $D=\sum_{n=0}^{m-1}(n+a)^{-1}=\psi(a+m)-\psi(a)$ with $\psi$ the digamma function. Where both frequencies are positive, each term equals $\frac1\nu\big[\frac{1}{\omega_n+1}-\frac{1}{\omega_n+\nu+1}\big]$ and the sum telescopes to $D/(2t\nu)$. Both negative gives the same. The $m$ terms with opposite signs, with $w=|\omega_n|$, are $-\frac{1}{\nu+2}\big[\frac1{w+1}+\frac1{\nu-w+1}\big]$ and sum to $-2D/(2t(\nu+2))$. Multiplying by $t$,
$$c_m=D\Big[\frac1\nu-\frac1{\nu+2}\Big]=\frac{2D}{\nu(\nu+2)},\qquad c_0=2t\sum_{n\ge0}\frac1{(\omega_n+1)^2}=\frac{\psi'(a)}{2t}.\tag{9}$$

**Zero temperature.** As $t\to0$, $D\to\ln(1+\nu)$ and $t\sum_m\to\frac12\int d\nu$. Then $c(\nu)=2\ln y/(y^2-1)$ with $y=1+\nu$. Its series is the product $(1-\frac\nu2+\frac{\nu^2}3)(1-\frac\nu2+\frac{\nu^2}4)=1-\nu+\frac56\nu^2+\dots$. Fold negative transfers onto positive $\nu$. There $g(\omega-\nu)$ equals $-1/(1+\nu-\omega)$ for $\nu>\omega$ and $1/(1+\omega-\nu)$ for $\nu<\omega$. Using the first form everywhere and correcting on $(0,\omega)$,
$$\frac{2S_2}{u^2}=-2\omega\int_0^\infty\!\frac{c\,d\nu}{y^2-\omega^2}+\int_0^\omega\!\frac{2c\,d\nu}{1-(\omega-\nu)^2}.$$
The first term is $-2\omega A_2-2\omega^3A_4-\dots$ with $A_k=\int_0^\infty c\,y^{-k}d\nu$. Expanding $1/(y^2-1)=\sum_{j\ge1}y^{-2j}$ and using $\int_1^\infty y^{-p}\ln y\,dy=(p-1)^{-2}$ gives tails of the series $\sum_{j\ge0}(2j+1)^{-2}=\pi^2/8$, namely $A_2=2(\frac{\pi^2}8-1)$ and $A_4=2(\frac{\pi^2}8-1-\frac19)$. The second term is $2[\omega-\frac{\omega^2}2+\frac5{18}\omega^3+\frac13\omega^3]=2\omega-\omega^2+\frac{11}9\omega^3$, where the last piece comes from $\int_0^\omega(\omega-\nu)^2d\nu$. The linear coefficient is $2-2A_2=6-\frac{\pi^2}2$ and the cubic one is $\frac{11}9-2A_4=\frac{51}9-\frac{\pi^2}2$. Halving,
$$S_2(\omega,0)=u^2\Big[\big(3-\tfrac{\pi^2}4\big)\omega-\tfrac12\omega^2+K\omega^3+\dots\Big],\qquad K=\tfrac{17}6-\tfrac{\pi^2}4=0.3659.\tag{10}$$
Thus $\lambda_0=0.5326\,u^2$, and the quadratic term is $-C\omega^2$ as (7) requires. The sign of $K$ has a reason. Splitting off $C\epsilon^2$ in (4) at $T=0$ leaves $u^2K=-\frac1\pi\int(\Gamma-C\epsilon^2)/\epsilon^4\,d\epsilon$, and $\Gamma$ lies below the parabola because $\rho\le\rho_0$.

**Order $T^2$.** Since $\rho$ is even, replace $x_3\to-x_3$ in (6). Then $s=x_1+x_2+x_3$ and $B=(1-f_1)(1-f_2)(1-f_3)+f_1f_2f_3=1-\sum_if_i+\sum_{i<j}f_if_j$. The triple product cancels, so in every term one energy is integrated with $\rho$ alone and turns $1/(z-s)$ into a kernel such as $1/(z-x_1-x_2+i)$, smooth on the scale $\Delta$. The Sommerfeld expansion $\int\phi f=\int_{-\infty}^0\phi+\frac{\pi^2T^2}6\phi'(0)+\dots$ therefore holds even for $|z|\sim T$, and $S_2$ has a joint asymptotic series in $\omega$ and $t^2$. The coefficient of $f_1$ in $B$ is $f_2+f_3-1$. At symmetry $\chi(\tau)=\int\rho_2\rho_3(1-f_2)(1-f_3)e^{-(x_2+x_3)\tau}$, and its bosonic transform is $\chi(z)=\int\rho_2\rho_3\,(f_2+f_3-1)/(z-x_2-x_3)$, because $f_2f_3-(1-f_2)(1-f_3)=f_2+f_3-1$. So $\phi(x_1)=\rho(x_1)\chi(z-x_1)$ and $\phi'(0)=-\rho_0\chi'(z)$, as $\rho'(0)=0$. The three energies contribute equally, giving $\delta\Sigma_2=-3U^2\frac{t^2}6\rho_0\chi'(z)$. At $z=i\omega$, $d/dz=-i\,d/d\omega$ and $\chi=c/\pi$, so $\delta\Sigma_2=\frac i2u^2t^2c'(\omega)$ and
$$\delta S_2=-\tfrac12u^2t^2c'(\omega)=u^2t^2\big[\tfrac12-\tfrac56\omega+\dots\big].\tag{11}$$
Adding (10), (11) and $\gamma$, through third order in $\omega$ and $t$,
$$S=\gamma+u^2\Big[\tfrac12(t^2-\omega^2)+\big(3-\tfrac{\pi^2}4-\tfrac56t^2\big)\omega+K\omega^3\Big].\tag{12}$$
The slope at zero and the chord at $\omega=t$, with $K-\frac56=2-\frac{\pi^2}4=-0.4674$, are
$$\lambda(T)=u^2\big[3-\tfrac{\pi^2}4-\tfrac56t^2\big],\qquad \lambda_1=\frac{\gamma}{\pi T}+u^2\big[3-\tfrac{\pi^2}4+(2-\tfrac{\pi^2}4)t^2\big],\tag{13}$$
and $\lambda_1-\lambda(T)=\gamma/\pi T+u^2Kt^2$. For $\gamma=0$ and small $t$, $\lambda_1$ lies between the two targets, so $Z_0<Z_1<Z(T)$. Its error relative to $\lambda_0$ is $-0.8776\,t^2$.

**No cubic correction.** Pairing $\pm m$ in (8) at $n=0$ gives $\lambda_1/u^2=c_0/(1+t)-2t\sum_{m\ge1}h(\nu_m)$ for $\gamma=0$, with $h=c/(y^2-t^2)$ and $c$ the finite-$T$ function (9). The Euler–Maclaurin formula for step $2t$ reads $2t\sum_{m\ge1}h=\int_0^\infty h-t\,h(0)-\frac{(2t)^2}{12}h'(0)+\dots$, with only even powers of the step after the second term. Since $D\to m\psi'(a)$ as $m\to0$, $h(0)=c_0/(1-t^2)$, and $\frac{c_0}{1+t}+\frac{tc_0}{1-t^2}=\frac{c_0}{1-t^2}$. At fixed $\nu$, $c$ expands in even powers of $t$, because $\psi(\frac12+x)\sim\ln x+\frac1{24x^2}+\dots$ has only even inverse powers and $x=y/2t$ or $1/2t$. The correction to $\lambda_1$ in (13) is therefore $O(t^4)$. Direct summation of (8) gives a remainder that falls by a factor 15.93 from $t=0.04$ to $t=0.02$.

**High temperature.** For $T\gg\Delta$ each $f\to\frac12$ across the resonance, $B\to\frac14$, and three Lorentzians convolve to one of width 3, so $\Sigma_2\to(U^2/4)/(z+3i)$. Its real part $(U^2/4)\,\omega/(\omega^2+9)$ rises, so $\lambda(T)\to-\pi^2u^2/36=-0.2742\,u^2$, while $\lambda_1\to U^2/[4t(t+3)]$ stays positive and $Z_1\to1$.

## Worked example

The parameters are round model values: $u=2$, $T=30$ K, $\Delta=100$ or $10$ meV, $\gamma=0$ or $5$ meV. Then $k_BT=2.5852$ meV, $\omega_0=8.1216$ meV, $\lambda_0=4\times0.5326=2.1304$ and $Z_0=1/3.1304=0.3194$ in all four cases. $S_2$ is obtained from (8) and (9), summed to large $m$ with an integral for the tail. $\lambda(T)$ is obtained by convolving (6) on a real-frequency grid for $\Gamma$, taking the principal-value integral for $\mathrm{Re}\,\Sigma^R$ and differencing it. This gives $\lambda(T)=2.1087$, $Z(T)=0.3217$ at $\Delta=100$ meV ($t=0.0812$), and $\lambda(T)=1.0443$, $Z(T)=0.4892$ at $\Delta=10$ meV ($t=0.8122$). The elastic term is $5/8.1216=0.6156$. In the table $\Delta$, $\gamma$ and $S$ are in meV and $\lambda_1=S(\omega_0)/8.1216$.

| $\Delta$, $\gamma$ | $S(\omega_0)$ | $\lambda_1$ | $Z_1$ | $Z_1/Z_0-1$ | $Z_1/Z(T)-1$ |
|---|---|---|---|---|---|
| 100, 0 | 17.203 | 2.1182 | 0.3207 | +0.4 % | −0.3 % |
| 100, 5 | 22.203 | 2.7339 | 0.2678 | −16.2 % | −16.7 % |
| 10, 0 | 12.123 | 1.4926 | 0.4012 | +25.6 % | −18.0 % |
| 10, 5 | 17.123 | 2.1083 | 0.3217 | +0.7 % | −34.2 % |

In the first row (13) gives $4\,(0.5326-0.4674\times0.0812^2)=2.1181$. The inelastic rate there is $\Gamma(0)=1.306$ meV, so claim (iii) predicts a bias $1.306/8.1216=0.161$, whereas the actual $\lambda_1-\lambda(T)$ is $0.0095$, near $u^2Kt^2=0.0097$. The clean estimate is better than the note believes. The cancellation survives asymmetry. With the Lorentzian centred at $\Delta/2$, $\rho_0=1/(1.25\pi)$ and $C=u^2/(2\times1.25^3)=0.2560\,u^2$. The real-axis calculation at $t=0.025$ then gives $\Gamma(0)/\omega_0=0.00640\,u^2$ against a bias of $0.000075\,u^2$, which grows by a factor 4.0 when $t$ is doubled.

The third row has no elastic rate, yet $Z_1$ misses both targets, in opposite directions. The series (13) has failed there, giving $\lambda_1=0.897$ in place of $1.493$. In the last row $Z_1$ is within 0.7 % of $Z_0$ only because the elastic term $+0.6156$ offsets the drop from $2.1304$ to $1.4926$. The offset holds only near this temperature, since the first shift grows and the second shrinks on cooling.

Raising $t$ at $u=2$, $\gamma=0$ illustrates the emptiness of claim (i). At $t=1$, $3$ and $30$ the values are $\lambda(T)=0.778$, $-0.521$ and $-1.088$, while $Z_1=0.429$, $0.681$ and $0.990$. At $t=3$ the formula for $Z(T)$ exceeds 1 and at $t=30$ it is negative, so it describes no quasiparticle, and $Z_1$ gives no sign of this.

## Repairs and their own biases

Write $S_n=S(\omega_n)$. The slope through the two lowest points, $(S_1-S_0)/2t$, removes any constant. The term $-\frac12u^2\omega^2$ of (12) contributes $-\frac12u^2(9t^2-t^2)/2t=-2u^2t$, so the inelastic bias returns at first order in $T$. At $\Delta=100$ meV this gives $Z=0.3887$, which is 22 % above $Z_0$ ($0.3887/0.3194=1.217$).

The parabola through three points has slope $(-2S_0+3S_1-S_2)/2t$ at zero, with $S_2$ here the value at $\omega_2=5t$. These weights return $0$, $1$ and $0$ for $1$, $\omega$ and $\omega^2$, as $-2+3-1=0$, $(-2+9-5)/2=1$ and $-2+27-25=0$. For $\omega^3$ they return $(-2+81-125)t^2/2=-23t^2$. The result differs from $\lambda_0$ by $-u^2(\frac56+23K)t^2=-9.25\,u^2t^2$, about twenty times the clean first-point coefficient $-0.4674$. At $\Delta=100$ meV it gives $Z=0.3373$, which is 5.6 % above $Z_0$. The corresponding shift in $\lambda$ is $1/0.3373-1-2.1304=-0.166$, smaller than the leading estimate $-4\times9.25\times0.0812^2=-0.244$, so higher orders already matter when the fit reaches $5t\approx0.41$. At $\Delta=10$ meV the two fits give $0.98$ and $0.89$.

The first point at two temperatures keeps the cancellation. By (13), $S(\pi T)=\gamma+\lambda_0t+bt^3$ with $b=u^2(2-\frac{\pi^2}4)$. Since $t_1^3-t_2^3=(t_1-t_2)(t_1^2+t_1t_2+t_2^2)$, the line through two temperatures has slope $\lambda_0+b(t_1^2+t_1t_2+t_2^2)$ and intercept $\gamma+bt_2^3-bt_2(t_1^2+t_1t_2+t_2^2)=\gamma-b\,t_1t_2(t_1+t_2)$. With $\gamma=5$ meV, $\Delta=100$ meV and a second temperature of 15 K ($\omega_0=4.0608$ meV, $S=13.6387$ meV), the slope is $(22.2034-13.6387)/4.0608=2.109$. This gives $Z=0.3216$, 0.7 % above $Z_0$, and an intercept of $5.07$ meV. The method needs $\gamma$ and the model parameters to be independent of $T$, and it needs $t\ll1$. At $\Delta=10$ meV the slope is $(17.1226-12.6723)/4.0608=1.096$, so $Z=0.477$, and the intercept of $8.22$ meV reports an elastic rate that is partly spurious.

## Recommendation

For a self-energy like that of the model, with $\gamma$ independent of $T$, the value of $Z_1$ can stand as an estimate of $Z_0$ once two conditions are shown: $\gamma/\pi T\ll1+\lambda_0$, and $\pi T$ small against the scale on which $\Sigma$ departs from its low-energy form. In that case both can be checked on $S(\pi T)$ plotted against $\pi T$ at three or more temperatures, where the first requires a small intercept and the second a straight line. The temperatures must span a wide range, because any smooth curve looks straight over a narrow one, and even then the test is blunt. At $u=2$, $\gamma=0$ the points $t=0.2$, $0.4$, $0.8$ from (8) leave the least-squares line by at most 4.4 % of the largest $S$, while $Z_1$ at $t=0.8$ is 25 % above $Z_0$. The curvature also produces a positive intercept although $\gamma=0$, so the two conditions are not separated cleanly. A bend of a few per cent should already count as failure. Equations (1) to (4) hold for any causal self-energy smooth at zero, whereas the coefficients in (12) and (13) belong to this model. In a strongly correlated metal the part of $\Delta$ is expected to be played by a renormalized scale well below the bandwidth, a point this second-order model does not establish. Statistical noise in $\Sigma(i\omega_n)$ has not been considered.
